# Coherent and diffuse X-ray scattering from a grating with displaced lines, part 1

(Sections cited here and not found follow in the second part.)

## First half: the mean intensity and a single diffraction order

A grating of long, straight, parallel lines is illuminated by X-rays that pass through it along the line height. In the design, line $n$ is centred at $x=nd$, with $n=0,1,\dots,N-1$ and pitch $d$. In the printed grating it is centred at

$$x_n=nd+u_n .$$

The displacements $u_n$ are independent Gaussian random numbers with zero mean and standard deviation $\sigma$. Each line moves as a rigid body, and all lines have the same width $w$ and height $h$. The question is what a diffraction measurement reveals about $\sigma$, and where the intensity missing from the diffraction orders has gone.

The numerical example is a silicon grating with rough typical dimensions: $d=32$ nm, $w=14$ nm, $h=50$ nm and $\sigma=1$ nm. The photon energy is 17 keV, which corresponds to a wavelength $\lambda=0.07293$ nm. The beam is coherent over $N=200$ lines.

### (a) Write the scattered amplitude of one grating, and check that single scattering is a fair description.

**Solution.** Let $q$ be the component of the wavevector transfer along $x$. In single scattering, each element of material contributes a wave with phase $-qx$, and the contributions add. We measure density in units of the line's own density, so the profile $\rho(x)$ is 1 inside a line and 0 outside. Constant prefactors are dropped, since they cancel in every ratio below. Then

$$A(q)=\int\rho(x)\,e^{-iqx}\,dx .$$

In line $n$ we substitute $x=x_n+y$ with $|y|<w/2$. The factor $e^{-iqx_n}$ leaves the integral, and the remaining integral is the same for every line:

$$A(q)=f(q)\sum_{n}e^{-iq(nd+u_n)},\qquad
f(q)=\int_{-w/2}^{w/2}e^{-iqy}\,dy=\frac{2\sin(qw/2)}{q}.$$

At $q=0$ the line amplitude is $f(0)=w$.

Single scattering requires that a line changes the phase of the transmitted wave by much less than 1 rad. To estimate the change, treat the electrons as free. In a field $E$ of angular frequency $\omega$, an electron of charge $-e$ and mass $m_e$ obeys $m_e\ddot x=-eE$, so $x=eE/(m_e\omega^2)$. With electron density $n_e$ the polarization is $-n_ee^2E/(m_e\omega^2)$, and the refractive index $\nu$ satisfies

$$\nu^2=1-\frac{n_ee^2}{\varepsilon_0m_e\omega^2}=1-\frac{r_en_e\lambda^2}{\pi},\qquad r_e=\frac{e^2}{4\pi\varepsilon_0m_ec^2},$$

where $\omega=2\pi c/\lambda$ was used. The deviation from 1 is small, so $1-\nu\approx r_en_e\lambda^2/(2\pi)$. The phase change over the height $h$ is $(2\pi/\lambda)(1-\nu)h$, that is,

$$\varphi=r_e\lambda n_eh .$$

Silicon has about 699 electrons per nm³, which gives $\varphi=0.0072$ rad. Single scattering is a good description here.

A second point concerns geometry. Elastic scattering conserves the length $k=2\pi/\lambda$ of the wavevector, so a transfer $q$ along $x$ brings with it a vertical transfer $q_z=k-\sqrt{k^2-q^2}$. For vertical sidewalls the integral over height separates from the integral over $x$. It multiplies the intensity by $[\sin(q_zh/2)/(q_zh/2)]^2$, which is 0.958 at the eighth order. This factor is the same for a displaced and an ideal grating, so it cancels in their ratio. From here on we work at $q_z=0$.

### (b) Find the mean phase factor of one displaced line.

**Solution.** The average over the Gaussian distribution is

$$\langle e^{-iqu}\rangle=\frac{1}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}\exp\!\left(-\frac{u^2}{2\sigma^2}-iqu\right)du .$$

We complete the square. Since $(u+iq\sigma^2)^2=u^2+2iq\sigma^2u-q^2\sigma^4$,

$$-\frac{u^2}{2\sigma^2}-iqu=-\frac{(u+iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.$$

The last term leaves the integral. What remains is a Gaussian integrated along a line parallel to the real axis. The integrand has no singularities and vanishes at both far ends, so the line may be moved back to the real axis, where the normalized integral is 1. Hence

$$\langle e^{-iqu}\rangle=e^{-q^2\sigma^2/2}.$$

This is the reduction of the mean amplitude. It is real because positive and negative displacements are equally likely.

### (c) Find the mean intensity at any $q$.

**Solution.** The intensity is $I=|A|^2$. The squared sum is a double sum over lines:

$$I=|f|^2\sum_{n,m}e^{-iq(n-m)d}\,e^{-iq(u_n-u_m)} .$$

The $N$ terms with $n=m$ are each equal to 1, whatever the displacements. For $n\ne m$ the displacements are independent, so the average of the product is the product of the averages:

$$\langle e^{-iq(u_n-u_m)}\rangle=\langle e^{-iqu_n}\rangle\langle e^{+iqu_m}\rangle=e^{-q^2\sigma^2/2}\,e^{-q^2\sigma^2/2}=e^{-q^2\sigma^2}.$$

Define the sum over the ideal lattice, $S_N(q)=\sum_n e^{-iqnd}$. The full double sum of $e^{-iq(n-m)d}$ is $|S_N|^2$, and its diagonal part is $N$. The off-diagonal part is therefore $|S_N|^2-N$, and

$$\langle I\rangle=|f|^2\left[N+e^{-q^2\sigma^2}\left(|S_N|^2-N\right)\right].$$

Collecting the terms proportional to $N$ gives

$$\boxed{\;\langle I(q)\rangle=|f|^2\left[e^{-q^2\sigma^2}|S_N|^2+N\left(1-e^{-q^2\sigma^2}\right)\right]\;}$$

Three limits support the formula. For $\sigma=0$ it gives the ideal pattern $|f|^2|S_N|^2$. For $q\sigma$ so large that $Ne^{-q^2\sigma^2}\ll1$, the phases are random and the intensities of $N$ separate lines add up to $N|f|^2$, even at an order. For $N=1$ we have $|S_1|^2=1$, and $\sigma$ drops out, as it must: moving a single line changes the phase of its wave but not its intensity.

### (d) Separate coherent from diffuse scattering. By what factor does the height of an order fall?

**Solution.** The coherent intensity is that of the mean amplitude. From (b), $\langle A\rangle=f\,e^{-q^2\sigma^2/2}S_N$, so

$$|\langle A\rangle|^2=|f|^2e^{-q^2\sigma^2}|S_N|^2 .$$

This is the first term of the boxed result. The second term is $\langle|A|^2\rangle-|\langle A\rangle|^2$, the variance of the amplitude. It is the diffuse intensity, which has no sharp peaks.

The lattice sum is a geometric series with ratio $e^{-iqd}$. Its squared modulus is

$$|S_N|^2=\left|\frac{1-e^{-iqNd}}{1-e^{-iqd}}\right|^2=\frac{\sin^2(Nqd/2)}{\sin^2(qd/2)},$$

because $|1-e^{-i\theta}|^2=2-2\cos\theta=4\sin^2(\theta/2)$. At the orders $q_m=2\pi m/d$ every term of $S_N$ is 1, so $|S_N|^2=N^2$. The nearest zeros lie at a distance $2\pi/(Nd)$ on either side. The disorder does not enter $S_N$, so the peaks keep their positions and widths, apart from the slow variation of the exponential across a peak. Over the distance $2\pi/(Nd)$ that exponential changes by the relative amount $2q\sigma^2\cdot2\pi/(Nd)$, about 0.3% at order 8 of the example.

Write $s=q_m^2\sigma^2$ and $p=e^{-s}$. The coherent part of order $m$ is multiplied by $p$. The total height, divided by the ideal height $N^2|f|^2$, is

$$R_{\rm tot}=p+\frac{1-p}{N}.$$

For order 4, $q_4=0.7854$ nm⁻¹ and $s=0.6169$, so $p=0.5396$ and $R_{\rm tot}=0.5396+0.4604/200=0.5419$. The table compares the formula with the mean over 10 000 random gratings, each summed directly from (a).

| order | $s$ | $p$ | $R_{\rm tot}$ | simulated |
|---|---|---|---|---|
| 1 | 0.0386 | 0.9622 | 0.9624 | 0.9624 |
| 4 | 0.6169 | 0.5396 | 0.5419 | 0.5423 |
| 8 | 2.4674 | 0.0848 | 0.0894 | 0.0898 |

The simulated means agree with the formula within five standard errors at all eight orders, and also at the points tested between them.

When $s\ll1$ the fractional loss is $1-p\approx s=q^2\sigma^2$. It grows as the square of the order number because a given displacement is a larger fraction of the shorter period $2\pi/q_m$.

### (e) One grating is one random sample. How far does the intensity of an order scatter from grating to grating?

**Solution.** At an order the lattice phases are all 1, so the relevant sum is $a=\sum_nz_n$ with $z_n=e^{-iq_mu_n}$. We need $\langle|a|^4\rangle$, the average of $\sum z_iz_jz_k^*z_l^*$ over four indices. From (b), $\langle z\rangle=\langle z^*\rangle=p^{1/2}$. Replacing $q$ by $2q$ gives $\langle z^2\rangle=e^{-2s}=p^2$. Also $|z|^2=1$. We sort the terms by which indices coincide.

- All four differ: $N(N-1)(N-2)(N-3)$ terms, each $p^2$.
- One pair coincides and the other two indices differ: $N(N-1)(N-2)$ terms for each of six pairs. The pairs $ij$ and $kl$ give $p^2\cdot p=p^3$. The four mixed pairs give $|z|^2=1$ times $p$. The sum is $4p+2p^3$.
- Two different pairs: $N(N-1)$ terms for each of three pairings. The pairing $ij,kl$ gives $p^4$ and the other two give 1 each.
- Three coincide: $N(N-1)$ terms for each of four choices of the odd index. Since $z^2z^*=z$, each gives $p$.
- All coincide: $N$ terms, each 1.

Therefore

$$\langle|a|^4\rangle=N(N-1)(N-2)(N-3)p^2+N(N-1)(N-2)(4p+2p^3)+N(N-1)(2+4p+p^4)+N .$$

With the mean $M=N^2p+N(1-p)$, the relative standard deviation is $\sqrt{\langle|a|^4\rangle-M^2}/M$.

For large $N$ the terms in $N^4$ cancel. The coefficient of $N^3$ is $-6p^2+4p+2p^3$ in the fourth moment and $2p(1-p)$ in $M^2$. Their difference is $2p-4p^2+2p^3=2p(1-p)^2$. Dividing by the leading part $N^4p^2$ of $M^2$ and taking the root gives

$$\frac{\Delta I}{\langle I\rangle}\approx\sqrt{\frac2N}\,\frac{1-p}{\sqrt p}=\sqrt{\frac2N}\;2\sinh\frac s2 ,$$

valid when $Np\gg1$. At order 4 the full expression gives 0.062 and the large-$N$ form 0.063. At order 8 they give 0.301 and 0.314, while the simulated value is 0.295. A single patch of 200 lines thus shows order 8 with a scatter of about 30% of its mean. A beam that covers $K$ independent patches adds their intensities, which reduces the relative scatter by $\sqrt K$.

## Second half: where the intensity goes, and what can be measured

The symbols carried over are these. Lines of width $w$ and unit density sit at $nd+u_n$, with independent Gaussian $u_n$ of standard deviation $\sigma$. The amplitude of one line is $f(q)=2\sin(qw/2)/q$, and $S_N$ is the sum over the ideal lattice. The orders lie at $q_m=2\pi m/d$, with $s=q_m^2\sigma^2$ and $p=e^{-s}$. The mean intensity is

$$\langle I\rangle=|f|^2\left[e^{-q^2\sigma^2}|S_N|^2+N(1-e^{-q^2\sigma^2})\right],$$

where the first term is coherent and the second diffuse. The example has $d=32$ nm, $w=14$ nm, $\sigma=1$ nm and $N=200$.

### (f) Show that displacing the lines leaves the intensity integrated over all $q$ unchanged, and state the condition.

**Solution.** Insert $A=\int\rho\,e^{-iqx}dx$ and use $\int e^{-iq(x-x')}dq/2\pi=\delta(x-x')$:

$$\int|A|^2\frac{dq}{2\pi}=\iint\rho(x)\rho(x')\,\delta(x-x')\,dx\,dx'=\int\rho^2\,dx .$$

If no lines overlap, $\rho$ is 0 or 1 everywhere, so $\rho^2=\rho$ and the integral is the total width $Nw$. The displacements do not appear. The ideal grating has the same total, all of it coherent. The coherent intensity lost, integrated over all $q$, therefore equals the diffuse intensity gained.

If lines overlapped and their densities added, $\rho^2$ would be 4 in the overlap and the balance would fail. Two neighbours overlap when $u_{n+1}-u_n<-(d-w)=-18$ nm. This difference has standard deviation $\sqrt2\,\sigma=1.4$ nm, and the probability is about $2\times10^{-37}$. As a test, the integral was evaluated numerically for 12 randomly displaced lines; divided by $Nw$ it gave 1.000000.

The integral runs over all $q$ at $q_z=0$. It is a balance in the space of wavevector transfers, and a detector in one fixed geometry collects part of it.

### (g) Calculate the total diffuse intensity per line. Does each order's loss reappear around that same order?

We have found the mean intensity, its coherent and diffuse parts and its scatter from grating to grating, and shown that displacing the lines leaves the intensity integrated over all $q$ unchanged as long as no lines overlap. It remains to answer question (g), to recover $\sigma$ from a measured order, and to examine other imperfections and the comparison with a real grating.
